# Spin Hall tensor components in the cubic groups m-3m and m-3: a program that tests the result

```python
# Result under test: the spin Hall tensor S[k,i,j] (spin axis k, flow i, field j)
# has ONE independent component in point group m-3m (S_zxy = -S_zyx) and TWO in
# m-3 (a = S_zxy and b = S_zyx, magnitudes free to differ).
# A = (a-b)/2 multiplies eps_kij, s = (a+b)/2 multiplies |eps_kij|.
# Group averages are compared with a Kubo calculation on a p-orbital lattice model.
# Model energies are in eV, wave vectors in 1/(lattice constant).
import numpy as np
from scipy import constants as const
from scipy.special import expit

X, Y, Z = 0, 1, 2
eps = np.zeros((3, 3, 3))
for p in range(3):
    q, r = (p + 1) % 3, (p + 2) % 3
    eps[p, q, r], eps[p, r, q] = 1.0, -1.0

# ---------- group theory ----------
C3 = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]])
C2 = np.diag([-1, -1, 1])
C4 = np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]])
INV = -np.eye(3, dtype=int)


def close_group(generators):
    found = {tuple(np.eye(3, dtype=int).ravel())}
    frontier = list(found)
    while frontier:
        fresh = []
        for item in frontier:
            for g in generators:
                new = tuple((g @ np.array(item).reshape(3, 3)).ravel())
                if new not in found:
                    found.add(new)
                    fresh.append(new)
        frontier = fresh
    return [np.array(m).reshape(3, 3) for m in found]


def transform(R, T):
    return np.linalg.det(R) * np.einsum('ka,ib,jc,abc->kij', R, R, R, T)


def projector(group, axial=True):
    total = np.zeros((27, 27))
    for R in group:
        sign = np.linalg.det(R) if axial else 1.0
        total += sign * np.kron(R, np.kron(R, R))
    return total / len(group)


groups = {'23': close_group([C3, C2]), 'm-3': close_group([C3, C2, INV]),
          '432': close_group([C3, C4]), '-43m': close_group([C3, -C4]),
          'm-3m': close_group([C3, C4, INV])}
counts = {}
for name, group in groups.items():
    counts[name] = int(np.linalg.matrix_rank(projector(group), tol=1e-8))
assert [len(g) for g in groups.values()] == [12, 24, 24, 24, 48]
assert counts == {'23': 2, 'm-3': 2, '432': 1, '-43m': 1, 'm-3m': 1}
anti, symm = eps.ravel(), np.abs(eps).ravel()
form_one = np.outer(anti, anti) / 6
form_two = form_one + np.outer(symm, symm) / 6
assert np.allclose(projector(groups['m-3m']), form_one)
assert np.allclose(projector(groups['m-3']), form_two)
# Were spin a polar vector, inversion would forbid the effect altogether.
assert np.allclose(projector(groups['m-3'], axial=False), 0)

# ---------- lattice model ----------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
SPIN = [np.kron(np.eye(3), m) for m in pauli]
LS = [np.kron(-1j * eps[d], pauli[d] / 2) for d in range(3)]
base = dict(ts=1.0, t1=-0.5, t2=-0.1, g=0.6, lam=1.0,
            soc=(1, 1, 1), bond=(1, 1, 1))


def model(k, par):
    """Hamiltonian and its three k-derivatives for an array of k points."""
    c, s = np.cos(k), np.sin(k)
    h = np.zeros((len(k), 3, 3))
    dh = np.zeros((3, len(k), 3, 3))
    for i in range(3):
        for shift, t in enumerate((par['ts'], par['t1'], par['t2'])):
            d = (i + shift) % 3
            h[:, i, i] += 2 * t * par['bond'][d] * c[:, d]
            dh[d, :, i, i] -= 2 * t * par['bond'][d] * s[:, d]
        j = (i + 1) % 3
        for m, n in ((i, j), (j, i)):
            h[:, m, n] = par['g'] * s[:, i] * s[:, j]
            dh[i, :, m, n] = par['g'] * c[:, i] * s[:, j]
            dh[j, :, m, n] = par['g'] * s[:, i] * c[:, j]
    one = np.eye(2)

    def widen(m):
        return np.einsum('...ab,st->...asbt', m, one).reshape(
            m.shape[:-2] + (6, 6))
    coupling = par['lam'] * sum(w * m for w, m in zip(par['soc'], LS))
    return widen(h) + coupling, widen(dh)


def spin_current(dH_i, k):
    return 0.25 * (SPIN[k] @ dH_i + dH_i @ SPIN[k])


def band_response(kpts, par, comps, eta=0.0):
    """Energies and each band's interband spin-current response to field."""
    H, dH = model(kpts, par)
    E, U = np.linalg.eigh(H)
    Ud = U.conj().transpose(0, 2, 1)
    gap = E[:, :, None] - E[:, None, :]
    ok = np.abs(gap) > 1e-6
    weight = np.where(ok, 1 / (np.where(ok, gap, 1.0)**2 + eta**2), 0.0)
    vel = {j: Ud @ dH[j] @ U for j in {c[2] for c in comps}}
    out = []
    for k, i, j in comps:
        J = Ud @ spin_current(dH[i], k) @ U
        out.append(-2 * np.einsum('nab,nba->na', J * weight, vel[j]).imag)
    return E, np.array(out)


def grid(half, full=False):
    n = np.arange(-half if full else 0, half)
    line = (n + 0.5) * np.pi / half
    return np.stack(np.meshgrid(line, line, line, indexing='ij'),
                    -1).reshape(-1, 3)


def fill(data, mu, kT):
    E, omega = data
    f = expit(-(E - mu) / kT)
    return np.einsum('na,cna->c', f, omega) / len(E)


# velocity operator against finite differences
k0 = np.array([[0.7, 1.1, 0.4]])
for d in range(3):
    step = np.zeros((1, 3))
    step[0, d] = 1e-5
    slope = (model(k0 + step, base)[0] - model(k0 - step, base)[0]) / 2e-5
    assert np.allclose(slope, model(k0, base)[1][d], atol=1e-8)


# Kubo response against time evolution in a slowly switched field
def evolved_response(k, i, j, F=1e-3, T=200.0, steps=4000):
    def moved(t):
        return F * (t / 2 - T / (2 * np.pi) * np.sin(np.pi * t / T))
    dt = T / steps
    times = np.concatenate(([0.0], (np.arange(steps) + 0.5) * dt))
    path = np.repeat(k0, steps + 1, axis=0)
    path[:, j] += moved(T) - moved(times)
    E, U = np.linalg.eigh(model(path, base)[0])
    psi = U[0][:, :2]
    for e, u in zip(E[1:], U[1:]):
        psi = u @ (np.exp(-1j * e * dt)[:, None] * (u.conj().T @ psi))
    H, dH = model(k0, base)
    rest = np.linalg.eigh(H[0])[1][:, :2]
    J = spin_current(dH[i][0], k)
    return (np.trace(psi.conj().T @ J @ psi)
            - np.trace(rest.conj().T @ J @ rest)).real / F


pair = [(Z, X, Y), (Z, Y, X)]
kubo_k = band_response(k0, base, pair)[1][:, 0, :2].sum(axis=1)
time_k = np.array([evolved_response(*c) for c in pair])
assert np.max(np.abs(kubo_k - time_k)) < 0.01 * np.max(np.abs(kubo_k))

# ---------- all 27 components, no symmetry imposed ----------
every = [(k, i, j) for k in range(3) for i in range(3) for j in range(3)]


def full_tensor(par):
    data = band_response(grid(5, full=True), par, every)
    return fill(data, -0.7, 0.2).reshape(3, 3, 3)


low = full_tensor(base)
high = full_tensor(dict(base, t1=-0.3, t2=-0.3))
twin = full_tensor(dict(base, t1=base['t2'], t2=base['t1']))
size = np.max(np.abs(low))
assert size > 1e-4
assert np.allclose(form_two @ low.ravel(), low.ravel(), atol=1e-9)
assert np.allclose(form_one @ high.ravel(), high.ravel(), atol=1e-9)
assert np.max(np.abs(high)) > 1e-4
assert np.max(np.abs(form_one @ low.ravel() - low.ravel())) > 1e-3 * size
assert np.allclose(transform(C4, low), twin, atol=1e-9)
A0 = (low[Z, X, Y] - low[Z, Y, X]) / 2
s0 = (low[Z, X, Y] + low[Z, Y, X]) / 2
mixed = 0.9 * low + 0.1 * twin
assert np.isclose((mixed[Z, X, Y] + mixed[Z, Y, X]) / 2, 0.8 * s0, atol=1e-9)
octant = fill(band_response(grid(5), base, pair), -0.7, 0.2)
assert np.allclose(octant, [low[Z, X, Y], low[Z, Y, X]], atol=1e-9)
# with only the L_z S_z coupling s_z is conserved and the sum must vanish
conserved = full_tensor(dict(base, soc=(0, 0, 1)))
assert abs(conserved[Z, X, Y]) > 1e-4
assert abs(conserved[Z, X, Y] + conserved[Z, Y, X]) < 1e-9


# film formulas against direct contraction of the computed tensor
def contract(T, normal, field):
    spin = np.einsum('kij,i,j->k', T, normal, field)
    return spin @ np.cross(normal, field), spin @ field


n111 = np.ones(3) / np.sqrt(3)
u1 = np.array([1, -1, 0]) / np.sqrt(2)
u2 = np.cross(n111, u1)
for phi in (0.0, 0.4, 1.3, 2.2):
    e = np.array([np.cos(phi), np.sin(phi), 0])
    assert np.allclose(contract(low, np.array([0, 0, 1]), e),
                       (A0 + s0 * np.cos(2 * phi), s0 * np.sin(2 * phi)),
                       atol=1e-9)
    e = np.cos(phi) * u1 + np.sin(phi) * u2
    assert np.allclose(contract(low, n111, e), (A0, -s0 / np.sqrt(3)),
                       atol=1e-9)

# ---------- worked example ----------
lattice_nm = 0.67
unit = const.e**2 / const.hbar / (lattice_nm * 1e-7)   # S/cm
kB = const.k / const.e
T_use, T_hot = 300.0, 400.0
fine = band_response(grid(36), base, pair)
levels = [-2.0, -1.0, 0.0, 1.0, 2.0]
scan = np.array([unit * fill(fine, mu, kB * T_use) for mu in levels])
best = int(np.argmax(np.abs(scan.sum(axis=1))))
mu, (a, b) = levels[best], scan[best]
A, s = (a - b) / 2, (a + b) / 2
largest = max(abs(a), abs(b))
assert abs(a + b) > 0.02 * largest
coarse_data = band_response(grid(28), base, pair)
coarse = unit * fill(coarse_data, mu, kB * T_use)
grid_error = np.max(np.abs(coarse - scan[best]))
assert grid_error < 0.05 * largest      # Fermi-surface sampling error
electrons = expit(-(fine[0] - mu) / (kB * T_use)).sum(axis=1).mean()

# neglected effects, each compared on one and the same grid
hot = unit * fill(fine, mu, kB * T_hot)
eta = 0.1
blurred = unit * fill(band_response(grid(28), base, pair, eta),
                      mu, kB * T_use)
strain = 0.01
six = [(Z, X, Y), (X, Y, Z), (Y, Z, X), (Z, Y, X), (X, Z, Y), (Y, X, Z)]
stretched = dict(base, bond=(1, 1, (1 + strain)**-2))
strained = unit * fill(band_response(grid(28), stretched, six),
                       mu, kB * T_use)
strain_shift = np.max(np.abs(strained - np.repeat(coarse, 3)))

resistivity = 100e-6            # ohm cm
current = 1e7                   # A/cm2
field = resistivity * current   # V/cm
thickness, diffusion = 5.0, 1.5  # nm
backflow = 1 / np.cosh(thickness / diffusion)
field_energy = field * lattice_nm * 1e-7

for name in groups:
    print(f"group {name}: {len(groups[name])} operations, "
          f"{counts[name]} independent component(s)")
print(f"Kubo at one k, zxy and zyx: {kubo_k[0]:.5f} {kubo_k[1]:.5f} (model units)")
print(f"time evolution, same:       {time_k[0]:.5f} {time_k[1]:.5f} (model units)")
print(f"small grid m-3: a={low[Z,X,Y]:.5f} b={low[Z,Y,X]:.5f} (model units)")
print(f"small grid m-3m: a={high[Z,X,Y]:.5f} b={high[Z,Y,X]:.5f} (model units)")
print(f"s_z conserved: zxy={conserved[Z,X,Y]:.5f} "
      f"zyx={conserved[Z,Y,X]:.5f} (model units)")
print(f"hoppings ts,t1,t2,g: {base['ts']} {base['t1']} {base['t2']} {base['g']} eV")
print(f"spin-orbit coupling: {base['lam']} eV; lattice constant: {lattice_nm} nm")
print(f"conductivity unit e^2/(hbar a): {unit:.1f} S/cm")
for level, (aa, bb) in zip(levels, scan):
    print(f"Fermi level {level:+.1f} eV: a={aa:.1f} b={bb:.1f} (hbar/e) S/cm")
print(f"chosen Fermi level: {mu:+.1f} eV; electrons per cell: {electrons:.2f}")
print(f"a = {a:.1f}, b = {b:.1f} (hbar/e) S/cm")
print(f"A = {A:.1f}, s = {s:.1f} (hbar/e) S/cm")
print(f"ratio |a|/|b|: {abs(a)/abs(b):.3f}")
print(f"k-grid difference: {grid_error:.2f} (hbar/e) S/cm")
print(f"resistivity: {resistivity*1e6:.0f} microohm cm; "
      f"current density: {current:.0e} A/cm2")
print(f"electric field: {field:.0f} V/cm")
for deg in (0, 30, 45, 90):
    ph = np.radians(deg)
    across = 2 * resistivity * (A + s * np.cos(2 * ph))
    along = 2 * resistivity * s * np.sin(2 * ph)
    print(f"(001) film, {deg} deg: spin Hall ratio across {across:.5f}, "
          f"along field {along:.5f}")
print(f"(111) film: across {2*resistivity*A:.5f}, "
      f"along field {-2*resistivity*s/np.sqrt(3):.5f}")
print(f"at {T_hot:.0f} K: a={hot[0]:.1f} b={hot[1]:.1f} (hbar/e) S/cm")
print(f"broadening {eta} eV (lifetime {const.hbar/const.e/eta*1e15:.1f} fs): "
      f"a={blurred[0]:.1f} b={blurred[1]:.1f} (hbar/e) S/cm")
print(f"same coarser grid, no broadening: a={coarse[0]:.1f} "
      f"b={coarse[1]:.1f} (hbar/e) S/cm")
print(f"strain {100*strain:.0f} %: largest component shift "
      f"{strain_shift:.1f} (hbar/e) S/cm")
print(f"10 % twins: s falls to {0.8*s:.1f} (hbar/e) S/cm")
print(f"film {thickness} nm, spin diffusion length {diffusion} nm: "
      f"backflow loss {100*backflow:.1f} %")
print(f"field energy per cell: {field_energy:.1e} eV")
print("all tests passed")
```

It prints:

```
group 23: 12 operations, 2 independent component(s)
group m-3: 24 operations, 2 independent component(s)
group 432: 24 operations, 1 independent component(s)
group -43m: 24 operations, 1 independent component(s)
group m-3m: 48 operations, 1 independent component(s)
Kubo at one k, zxy and zyx: -0.31084 0.33451 (model units)
time evolution, same:       -0.31069 0.33436 (model units)
small grid m-3: a=-0.00210 b=0.02098 (model units)
small grid m-3m: a=-0.01288 b=0.01288 (model units)
s_z conserved: zxy=-0.02784 zyx=0.02784 (model units)
hoppings ts,t1,t2,g: 1.0 -0.5 -0.1 0.6 eV
spin-orbit coupling: 1.0 eV; lattice constant: 0.67 nm
conductivity unit e^2/(hbar a): 3633.0 S/cm
Fermi level -2.0 eV: a=90.7 b=-75.6 (hbar/e) S/cm
Fermi level -1.0 eV: a=71.8 b=-10.1 (hbar/e) S/cm
Fermi level +0.0 eV: a=-169.4 b=248.7 (hbar/e) S/cm
Fermi level +1.0 eV: a=-234.8 b=337.5 (hbar/e) S/cm
Fermi level +2.0 eV: a=-118.4 b=137.7 (hbar/e) S/cm
chosen Fermi level: +1.0 eV; electrons per cell: 3.97
a = -234.8, b = 337.5 (hbar/e) S/cm
A = -286.2, s = 51.3 (hbar/e) S/cm
ratio |a|/|b|: 0.696
k-grid difference: 0.03 (hbar/e) S/cm
resistivity: 100 microohm cm; current density: 1e+07 A/cm2
electric field: 1000 V/cm
(001) film, 0 deg: spin Hall ratio across -0.04696, along field 0.00000
(001) film, 30 deg: spin Hall ratio across -0.05210, along field 0.00889
(001) film, 45 deg: spin Hall ratio across -0.05723, along field 0.01027
(001) film, 90 deg: spin Hall ratio across -0.06750, along field 0.00000
(111) film: across -0.05723, along field -0.00593
at 400 K: a=-234.9 b=337.4 (hbar/e) S/cm
broadening 0.1 eV (lifetime 6.6 fs): a=-233.2 b=334.4 (hbar/e) S/cm
same coarser grid, no broadening: a=-234.8 b=337.5 (hbar/e) S/cm
strain 1 %: largest component shift 8.8 (hbar/e) S/cm
10 % twins: s falls to 41.1 (hbar/e) S/cm
film 5.0 nm, spin diffusion length 1.5 nm: backflow loss 7.1 %
field energy per cell: 6.7e-05 eV
all tests passed
```
